# Where silicon's equilibrium conductivity is smallest

## Problem

A uniform piece of silicon is in thermal equilibrium at 300 K. Its electron and hole densities, $n$ and $p$, can be changed by adding donors or acceptors. The mobilities are $\mu_n=1400$ and $\mu_p=450\ \mathrm{cm^2/(V\,s)}$, and they are taken not to depend on the doping. For the intrinsic density, the value that $n$ and $p$ share in undoped material, use the rough figure $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$.

(a) Show that the conductivity is smallest in slightly p-type material, not in intrinsic material.

(b) Find the hole density and the conductivity at the minimum.

(c) How far is the Fermi level from its intrinsic position there, and what net acceptor density is needed?

(d) Could the minimum be reached in a real crystal, or in the thin silicon layer of a photonic chip?

The algebra uses atomic units, so the elementary charge is 1 and $kT$ is an energy. Numbers are given in the units of device engineering, where the conductivity regains a factor $e$.

## Hints

1. Electrons and holes drift in opposite directions and carry opposite charges. Do their currents add or cancel?

2. In equilibrium $n$ and $p$ cannot be chosen separately. Write each as a function of the Fermi level and multiply them.

3. Use the product to eliminate $n$, then minimize over $p$. To see that the minimum is global, try to write the conductivity as a constant plus a square.

4. For the doping, add charge neutrality. The identity $(p+n)^2=(p-n)^2+4np$ saves work.

5. For part (d), compare the required net doping with the unwanted charge that is likely to be present.

## Solution

### The conductivity

Let a weak field $F$ point along $+x$. Holes have charge $+1$ and drift with velocity $+\mu_pF$, so their current density is $p\mu_pF$. Electrons have charge $-1$ and velocity $-\mu_nF$, so theirs is $(-1)\,n\,(-\mu_nF)=n\mu_nF$. The two signs cancel and the currents add:

$$\sigma=n\mu_n+p\mu_p .$$

### The constraint from equilibrium

Let $E_c$ and $E_v$ be the edges of the conduction and valence bands, $g_c$ and $g_v$ their densities of states, and $E_F$ the Fermi level. A state of energy $E$ is occupied with probability $1/(1+e^{(E-E_F)/kT})$. If $E_F$ lies many $kT$ below $E_c$, the exponential dominates the denominator throughout the conduction band, and

$$n\simeq\int_{E_c}^{\infty}g_c(E)\,e^{-(E-E_F)/kT}\,dE .$$

Splitting the exponent as $E-E_F=(E-E_c)+(E_c-E_F)$ takes the Fermi level out of the integral:

$$n=N_c\,e^{-(E_c-E_F)/kT},\qquad N_c=\int_{E_c}^{\infty}g_c(E)\,e^{-(E-E_c)/kT}\,dE .$$

A hole is an empty valence state. The probability of an empty state is $1/(1+e^{(E_F-E)/kT})\simeq e^{-(E_F-E)/kT}$, and the same splitting gives

$$p=N_v\,e^{-(E_F-E_v)/kT},\qquad N_v=\int_{-\infty}^{E_v}g_v(E)\,e^{-(E_v-E)/kT}\,dE .$$

In the product the Fermi level cancels:

$$np=N_cN_v\,e^{-(E_c-E_v)/kT}=n_i^2 .$$

The last equality holds because the product has the same value for every position of $E_F$ in this regime, including the intrinsic one, where $n=p=n_i$. Doping can therefore exchange one carrier for the other, but it cannot remove both.

### The minimum

Substituting $n=n_i^2/p$ gives a function of one variable,

$$\sigma(p)=\frac{\mu_nn_i^2}{p}+\mu_pp .$$

Its derivatives are

$$\frac{d\sigma}{dp}=-\frac{\mu_nn_i^2}{p^2}+\mu_p,\qquad \frac{d^2\sigma}{dp^2}=\frac{2\mu_nn_i^2}{p^3}>0 .$$

The first vanishes when $p^2=n_i^2\mu_n/\mu_p$. With $n=n_i^2/p$, the densities at the minimum are

$$p^*=n_i\sqrt{\frac{\mu_n}{\mu_p}},\qquad n^*=n_i\sqrt{\frac{\mu_p}{\mu_n}} .$$

Each carrier then contributes the same amount to the conductivity, since $\mu_pp^*=\mu_nn^*=n_i\sqrt{\mu_n\mu_p}$. The sum is

$$\sigma_{\min}=2n_i\sqrt{\mu_n\mu_p} .$$

The same result follows without calculus. Expanding a square and using $\sqrt{np}=n_i$,

$$\left(\sqrt{\mu_nn}-\sqrt{\mu_pp}\right)^2=\mu_nn+\mu_pp-2\sqrt{\mu_n\mu_p}\,\sqrt{np}=\sigma-\sigma_{\min} .$$

The left side is never negative, so the minimum is global. It is reached when $\mu_nn=\mu_pp$, and at no other density.

Electrons are the faster carriers in silicon, so $\mu_n>\mu_p$ and $p^*>n_i>n^*$. The minimum is p-type, which answers part (a). With equal mobilities it would lie at the intrinsic point, and with faster holes it would be n-type.

This proof does not ask how the Fermi level was set. Shallow dopants, compensation of donors by acceptors, and deep levels are all subject to the same lower bound, as long as the material is uniform, non-degenerate and in equilibrium, and the mobilities keep their values.

### Numbers at the minimum

The mobility ratio is $1400/450=3.111$, and its square root is 1.764. Hence

$$p^*=1.764\,n_i=1.76\times10^{10}\ \mathrm{cm^{-3}},\qquad n^*=0.567\,n_i=5.67\times10^{9}\ \mathrm{cm^{-3}} .$$

The geometric mean of the mobilities is $\sqrt{1400\times450}=793.7\ \mathrm{cm^2/(V\,s)}$. Restoring the charge $e=1.602\times10^{-19}\ \mathrm{C}$,

$$\sigma_{\min}=2(1.602\times10^{-19})(1.0\times10^{10})(793.7)=2.54\times10^{-6}\ \mathrm{S/cm},$$

which is $2.54\times10^{-4}\ \mathrm{S/m}$. The corresponding resistivity is $3.9\times10^5\ \Omega\,\mathrm{cm}$.

The third digits belong to the stated inputs. Both $p^*$ and $\sigma_{\min}$ are proportional to $n_i$, so a 10% change in $n_i$ changes each by 10%. The ratio $p^*/n_i$ depends on the mobilities alone.

Intrinsic material has $\sigma_i=n_i(\mu_n+\mu_p)$, or $2.96\times10^{-6}\ \mathrm{S/cm}$ here. The ratio

$$\frac{\sigma_{\min}}{\sigma_i}=\frac{2\sqrt{\mu_n\mu_p}}{\mu_n+\mu_p}=\frac{2\times793.7}{1850}=0.858$$

shows that the minimum lies 14% below the intrinsic conductivity.

As a check on the Boltzmann approximation, the densities were also computed from Fermi–Dirac integrals over parabolic bands, with $N_c=2.9\times10^{19}$ and $N_v=3.1\times10^{19}\ \mathrm{cm^{-3}}$. The gap was set to 1.128 eV so that these bands reproduce the chosen $n_i$. A numerical search over the Fermi level then found the minimum at $p/n_i=1.76383$, equal to the formula's value in all the digits shown.

### The Fermi level

Let $E_i$ be the Fermi level of intrinsic material. Dividing the expression for $p$ by its value at $E_F=E_i$ gives $p=n_ie^{(E_i-E_F)/kT}$. At the minimum,

$$E_i-E_F^*=kT\ln\frac{p^*}{n_i}=\frac{kT}{2}\ln\frac{\mu_n}{\mu_p} .$$

With $kT=0.02585$ eV this is 0.0147 eV. The Fermi level moves towards the valence band by little more than half of $kT$, which is the sense in which the material is only slightly p-type.

The Fermi level also shows the shape of the minimum. Define $u=(E_F^*-E_F)/kT$, so that $p=p^*e^{u}$ and $n=n^*e^{-u}$. Since the two contributions are equal at $u=0$,

$$\sigma=\frac{\sigma_{\min}}{2}\left(e^{u}+e^{-u}\right)=\sigma_{\min}\cosh u .$$

The curve is symmetric in the Fermi level about $E_F^*$. Near the bottom $\cosh u\simeq1+u^2/2$, so small errors in the Fermi level matter in second order. Far from it, one carrier dominates and the conductivity grows exponentially.

### The doping

Let $N$ be the density of ionized acceptors minus that of ionized donors. Ionized acceptors are negative and ionized donors positive, so neutrality requires $p-n-N=0$, or $p-n=N$. At the minimum,

$$N^*=p^*-n^*=(1.764-0.567)\,n_i=1.20\times10^{10}\ \mathrm{cm^{-3}} .$$

To see why the first acceptors lower the conductivity, express $\sigma$ through $N$. Define $S=p+n$. Then

$$S^2=(p-n)^2+4np=N^2+4n_i^2,\qquad p=\frac{S+N}{2},\qquad n=\frac{S-N}{2},$$

and therefore

$$\sigma=\mu_n\frac{S-N}{2}+\mu_p\frac{S+N}{2}=\frac{(\mu_n+\mu_p)S-(\mu_n-\mu_p)N}{2} .$$

Because $dS/dN=N/S$ vanishes at $N=0$, the initial slope is

$$\left.\frac{d\sigma}{dN}\right|_{N=0}=-\frac{\mu_n-\mu_p}{2} .$$

In engineering units, $d(\sigma/e)/dN=-(1400-450)/2=-475\ \mathrm{cm^2/(V\,s)}$. To first order, $S$ stays fixed: each added acceptor removes half an electron and adds half a hole on average. A fast carrier is replaced by a slow one, and the conductivity falls. At larger $N$ the total $S$ grows, and this growth eventually wins.

### Could the minimum be reached?

The mobilities are typical of lightly doped silicon near room temperature, and $n_i$ has the right rough size. The required net doping is what lies far from ordinary practice. Take a residual net acceptor density of $10^{12}\ \mathrm{cm^{-3}}$, a rough value for very pure crystal. Then $N\gg n_i$, so $p\simeq N$ and electrons hardly contribute:

$$\sigma\simeq e\mu_pN=(1.602\times10^{-19})(450)(10^{12})=7.2\times10^{-5}\ \mathrm{S/cm} .$$

This is 28 times $\sigma_{\min}$. With shallow dopants alone, reaching the minimum would require donors and acceptors to cancel to about one part in a hundred of that residue. In such a crystal, close control of the net doping is thus the assumption that matters most.

Deep levels can relax this demand. Suppose that donors with a level near the middle of the gap outnumber the residual acceptors by a modest factor. The Fermi level then settles within a few $kT$ of the donor level. If that level lies within about $kT$ of $E_i$, the free carriers are few compared with the acceptors, and just enough donors become ionized to balance the acceptors. The net ionized density at the minimum is still $N^*$, but the deep levels adjust it themselves. If the Fermi level settles within about $kT$ of $E_F^*$, the factor $\cosh u$ is at most about 1.5, and the conductivity comes close to $\sigma_{\min}$ without a fine balance of dopants. If it settles several $kT$ away, the conductivity remains many times larger, so both the position of the deep level and its density relative to the acceptors matter. For $10^{12}\ \mathrm{cm^{-3}}$ acceptors and a donor level at $E_i$ with degeneracy factor 2, the conductivity stays below about $1.5\,\sigma_{\min}$ only for donor-to-acceptor ratios between roughly 1.4 and 4.

Three other approximations are much safer for these numbers:

- **Impurity scattering.** A rough empirical law gives a fractional mobility loss $r/(1+r)$, with $r=(N_t/10^{17}\ \mathrm{cm^{-3}})^{0.7}$ and $N_t$ the total dopant density. For $N_t=10^{12}\ \mathrm{cm^{-3}}$ this law gives $3\times10^{-4}$. That is an extrapolation five decades below its reference density; a Brooks–Herring estimate of ionized-impurity scattering gives about $10^{-5}$ or less. The loss is negligible either way.
- **Degeneracy.** The Fermi–Dirac integrals change $p$ by a fraction $2\times10^{-10}$ relative to the Boltzmann expression at the same Fermi level.
- **High field.** At 100 V/cm the electron drift velocity $\mu_nF$ is $1.4\times10^5$ cm/s, or 1.4% of a rough saturation velocity of $10^7$ cm/s. A common empirical velocity–field law then lowers $\mu_n$ by about 0.7% and $\sigma_{\min}$ by about 0.4%, so the third digits quoted above hold only for weaker fields. At fields approaching saturation, a constant mobility would no longer do.

A photonic layer breaks a different assumption, that of a neutral interior. Suppose the electron potential energy is raised locally by a small $w$, with the Fermi level fixed. Then $n$ changes by $-nw/kT$ and $p$ by $+pw/kT$, so the charge density changes by $(n+p)w/kT$. The electrostatic potential is $\phi=-w$. In a medium of permittivity $\epsilon$, written here in ordinary units with $e$ restored, Poisson's equation becomes

$$\frac{d^2\phi}{dx^2}=\frac{\phi}{L^2},\qquad L=\sqrt{\frac{\epsilon\,kT}{e^2(n+p)}} .$$

If the charge on the dopants stays fixed, small disturbances near a surface decay over the length $L$. Deep levels that change their charge with the potential would make this length shorter. A potential energy change of many $kT$ has a different profile close to the surface, but its tail still decays over $L$. For a relative permittivity of 11.7 and the densities at the minimum, $L=2.7\times10^4$ nm. A silicon layer 220 nm thick is about a hundred times thinner, so its surfaces influence all of it.

A rough interface charge of $10^{10}\ \mathrm{cm^{-2}}$, if balanced entirely by charge within the layer, corresponds to an average density of $4.5\times10^{14}\ \mathrm{cm^{-3}}$. That is more than ten thousand times $N^*$. Moreover, a waveguide 450 nm wide and 220 nm thick at density $p^*$ would contain on average 17.5 holes per centimetre of length. A smooth local carrier density is then a poor description on the scale of a device. The calculated minimum should therefore not be used as the conductivity of such a waveguide.

It does remain a lower bound. In equilibrium $np=n_i^2$ holds at every point of the layer, so the square identity bounds the local conductivity, and with it the average conductivity for current along the layer. The surfaces decide how far above the bound the layer lies. If the interface charge is positive and balanced by electrons in the layer, $\sigma\simeq e\mu_n(4.5\times10^{14}\ \mathrm{cm^{-3}})=0.10\ \mathrm{S/cm}$, about $4\times10^4\,\sigma_{\min}$. If a gate below the layer balances the charge instead, the layer is nearly empty of carriers. The field in it is then almost uniform, $1.5\times10^3$ V/cm, and $u$ changes by $\Delta u\simeq1.3$ across 220 nm. Averaging $\cosh u$ over such an interval centred on $u=0$ gives $\sinh(\Delta u/2)/(\Delta u/2)\simeq1.07$. A gated layer can thus come close to the minimum, in an estimate that keeps the bulk mobilities and neglects interface traps that change their charge.

Equilibrium is also essential. If steady light adds the same density $\Delta$ of electrons and holes, the conductivity rises by $(\mu_n+\mu_p)\Delta$. In the depletion region of a reverse-biased junction, carriers are swept out and $np<n_i^2$. The square identity then gives $\sigma\ge2\sqrt{\mu_n\mu_p\,np}$, which allows values below $\sigma_{\min}$.

## Variation 1: how wide is the p-type window?

*At 300 K, for what hole densities is p-type silicon less conducting than intrinsic silicon?*

Set $\sigma(p)=\sigma_i$ and multiply by $p$:

$$\mu_nn_i^2+\mu_pp^2=(\mu_n+\mu_p)n_ip .$$

Collecting the terms on one side, the expression factors:

$$(p-n_i)(\mu_pp-\mu_nn_i)=0 .$$

One root is the intrinsic point. The other is $p=n_i\mu_n/\mu_p=3.11\times10^{10}\ \mathrm{cm^{-3}}$. Between them the product is negative, so $\sigma<\sigma_i$. At the upper end $n=n_i\mu_p/\mu_n$, and the net acceptor density is

$$N=n_i\left(\frac{\mu_n}{\mu_p}-\frac{\mu_p}{\mu_n}\right)=2.79\times10^{10}\ \mathrm{cm^{-3}} .$$

The window is $0<N<2.79\times10^{10}\ \mathrm{cm^{-3}}$. The minimum $p^*$ is the geometric mean of the two limiting hole densities, as the symmetry of $\cosh u$ requires.

## Variation 2: ten kelvin warmer

*Estimate the minimum at 310 K, with the doping readjusted. Take $\mu_n\propto T^{-2.4}$, $\mu_p\propto T^{-2.2}$, and a gap that falls by $2.6\times10^{-4}$ eV/K. These are rough values.*

For parabolic bands $N_c$ and $N_v$ each vary as $T^{3/2}$. Taking the square root of $np=n_i^2$ gives $n_i\propto T^{3/2}e^{-E_g/2kT}$, where $E_g=E_c-E_v$. The gap falls from 1.1282 to 1.1256 eV, and $E_g/2kT$ falls from 21.821 to 21.069. Thus

$$\frac{n_i(310)}{n_i(300)}\simeq\left(\frac{310}{300}\right)^{3/2}e^{0.752}\simeq2.23 .$$

The geometric mean mobility varies as $T^{-2.3}$, which gives a factor 0.93. The minimum conductivity is therefore multiplied by $2.23\times0.93=2.07$, to about $5.3\times10^{-6}\ \mathrm{S/cm}$.

The position relative to $n_i$ hardly moves, because the two mobilities fall by nearly the same factor: $p^*/n_i$ goes from 1.764 to 1.758. The hole density itself rises to about $3.9\times10^{10}\ \mathrm{cm^{-3}}$. A quoted minimum conductivity thus needs its temperature stated, while the slight p-type offset is much less sensitive to it. The numerical output below includes the main results of both variations.

## Calculated quantities

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Electron mobility: 1400 cm^2/(V s)
Hole mobility: 450 cm^2/(V s)
Intrinsic density (rough input): 1.000e+10 cm^-3
Band density Nc (rough input): 2.90e+19 cm^-3
Band density Nv (rough input): 3.10e+19 cm^-3
Gap set by these inputs: 1.1282 eV
Mobility ratio mu_n/mu_p: 3.1111
Geometric mean mobility: 793.73 cm^2/(V s)
p/ni at minimum, formula: 1.76383
p/ni at minimum, numerical search: 1.76383
n/ni at minimum, formula: 0.56695
Hole density at minimum: 1.7638e+10 cm^-3
Electron density at minimum: 5.6695e+09 cm^-3
Minimum conductivity, formula: 2.5434e-06 S/cm
Minimum conductivity, numerical search: 2.5434e-06 S/cm
Minimum conductivity, converted: 2.5434e-04 S/m
Minimum conductivity, atomic units: 5.5293e-11 a.u.
Atomic unit of conductivity: 4.5998e+04 S/cm
Resistivity at minimum: 3.9318e+05 ohm cm
Intrinsic conductivity: 2.9640e-06 S/cm
Minimum/intrinsic conductivity: 0.8581
Fermi level below intrinsic level: 0.01467 eV
Net acceptor density at minimum: 1.1969e+10 cm^-3
Slope d(sigma/e)/dN at N=0, numerical: -475.00 cm^2/(V s)
Hole density where sigma is intrinsic again: 3.1111e+10 cm^-3
Net acceptor density there: 2.7897e+10 cm^-3
Residual net acceptors (rough input): 1.0e+12 cm^-3
Conductivity with residual acceptors: 7.213e-05 S/cm
Same, relative to minimum: 28.4
Raised temperature: 310 K
Gap slope (rough input): -2.6e-04 eV/K
ni at raised T / ni at 300 K: 2.23
p/ni at minimum at raised T: 1.758
Minimum sigma at raised T / at 300 K: 2.07
Total dopants for scattering estimate: 1.0e+12 cm^-3
Fractional mobility loss by scattering: 3.2e-04
Fractional degeneracy correction to p: 2.0e-10
Field for drift estimate: 100 V/cm
Saturation velocity (rough input): 1.0e+07 cm/s
Electron drift/saturation velocity: 0.014
Relative permittivity (rough input): 11.7
Screening length at minimum: 2.678e+04 nm
Photonic layer thickness: 220 nm
Waveguide width: 450 nm
Interface charge density (rough input): 1.0e+10 cm^-2
Interface charge spread over layer: 4.55e+14 cm^-3
Mean holes per cm of waveguide at p minimum: 17.5 cm^-1
```
